# Why Marcus hopping between two identical traps peaks at 10 MV/cm

**Question**

I am stuck on an exercise about electron traps in a high-k gate oxide. Two identical traps are 1 nm apart, the reorganisation energy is 1 eV and the electronic coupling is fixed. I am to show that the forward Marcus hopping rate peaks at a field of 10 MV/cm.

A larger field tilts the energy landscape further in the electron's favour, so I would expect the rate to keep growing. Why does it turn over, where does the squared energy in the Marcus exponent come from, and could a hafnium-oxide film ever show the peak?

**Answer**

The field does favour the final state, but a hop needs more than a lower final energy. The electronic levels must come into resonance, and the lattice has to supply the configuration in which they do.

**Energies before and after the hop**

Call the filled trap D and the empty one A, at distance $d$. Let the hop point along the electric force on the electron, and let $F$ be the field magnitude in the oxide. The electron then loses the electrostatic energy

$$x=eFd .$$

The traps are identical, so there is no other difference between their relaxed energies. Interactions with other charges are left out.

Give each trap one classical harmonic lattice coordinate, scaled so that $q=0$ is its equilibrium before the hop and $q=1$ its equilibrium afterwards. Each trap contributes half of the total reorganisation energy $\lambda$. Its lattice energy is $(\lambda/2)q^2$ before the hop and $(\lambda/2)(q-1)^2$ after it. The final energy minus the initial energy, at fixed lattice coordinates, is

$$G=\frac{\lambda}{2}\left[(q_D-1)^2-q_D^2+(q_A-1)^2-q_A^2\right]-x .$$

Since $(q-1)^2-q^2=1-2q$, this becomes

$$G=\lambda-x-\lambda(q_D+q_A).$$

Resonance means $G=0$. Assume that the lattice is in thermal equilibrium with the electron on D before each hop. Each coordinate then has the weight $\exp(-\lambda q^2/2k_BT)$, so $\langle q\rangle=0$ and $\langle q^2\rangle=k_BT/\lambda$. The two coordinates are independent, so $G$ is Gaussian with mean $\lambda-x$ and variance $\lambda^2(2k_BT/\lambda)=2\lambda k_BT$. Its probability density at resonance is

$$p(0)=\frac{1}{\sqrt{4\pi\lambda k_BT}}\exp\left[-\frac{(\lambda-x)^2}{4\lambda k_BT}\right].$$

The square is therefore the exponent of a Gaussian distribution of energy gaps.

**From resonance to a rate**

Let $V$ be the electronic coupling. Near a crossing write $G(t)=\dot G t$ with constant $\dot G$. If $V$ is weak, the amplitude on D stays close to one, and the amplitude acquired on A is

$$c_A=-\frac{iV}{\hbar}\int_{-\infty}^{\infty}\exp\left(\frac{i\dot G t^2}{2\hbar}\right)dt .$$

The Fresnel integral obeys $\left|\int e^{iat^2}dt\right|^2=\pi/|a|$. Here $|a|=|\dot G|/2\hbar$, so the transfer probability per crossing is

$$P=\frac{V^2}{\hbar^2}\,\frac{2\pi\hbar}{|\dot G|}=\frac{2\pi V^2}{\hbar|\dot G|}.$$

In units with $\hbar=\dot G=1$ and $V=0.05$, this gives 0.01571. Integrating the two-state Schrödinger equation gives 0.01559, the small deficit expected from depletion of D.

Crossings with speed $\dot G$ occur at a rate $p(0,\dot G)\,|\dot G|\,d\dot G$, where $p(0,\dot G)$ is the joint density of gap and speed. If successive crossings add without interference, the hopping rate is

$$k=\int p(0,\dot G)\,|\dot G|\,\frac{2\pi V^2}{\hbar|\dot G|}\,d\dot G=\frac{2\pi V^2}{\hbar}\,p(0).$$

The speed cancels. Inserting $p(0)$ gives the Marcus rate

$$k(F)=\frac{2\pi}{\hbar}\frac{V^2}{\sqrt{4\pi\lambda k_BT}}\exp\left[-\frac{(\lambda-eFd)^2}{4\lambda k_BT}\right].$$

**The maximum**

With $V$, $\lambda$, $d$ and $T$ held fixed,

$$\frac{d\ln k}{dF}=\frac{ed(\lambda-eFd)}{2\lambda k_BT}.$$

This is positive for $eFd<\lambda$ and negative for $eFd>\lambda$. There is one maximum, at

$$F^*=\frac{\lambda}{ed}=\frac{1\ \mathrm{eV}}{e\,(1\ \mathrm{nm})}=10^9\ \mathrm{V/m}=10\ \mathrm{MV/cm}.$$

To see what happens there, find the cheapest lattice distortion that gives resonance. We minimise $(\lambda/2)(q_D^2+q_A^2)$ with $q_D+q_A=(\lambda-x)/\lambda$. By symmetry the distortion is shared equally:

$$q_D=q_A=\frac{\lambda-x}{2\lambda},\qquad E_a=\frac{(\lambda-x)^2}{4\lambda}.$$

At low field the lattice must move part of the way towards its final configuration. At $x=\lambda$ the levels are resonant at the initial equilibrium, and no activation is needed. Beyond that, $q$ is negative: the lattice must distort away from its final configuration to restore resonance. That costs energy again, and the rate falls. This is the Marcus inverted region.

The opposite limit explains your expectation. Expanding the square gives

$$\ln\frac{k(F)}{k(0)}=\frac{x}{2k_BT}-\frac{x^2}{4\lambda k_BT}.$$

For $x\ll\lambda$ the first term dominates, and the rate does rise with field.

Back-hopping does not cause the turnover. Reversing the sign of $x$ gives

$$\frac{k_{\rm back}}{k}=\exp\left[-\frac{(\lambda+x)^2-(\lambda-x)^2}{4\lambda k_BT}\right]=e^{-x/k_BT},$$

which is $1.6\times10^{-17}$ at the peak for 300 K.

**Numbers for the exercise**

Take $V=10$ meV and $T=300$ K, so $k_BT=0.02585$ eV. At the peak the exponential is one:

$$k(F^*)=\frac{2\pi}{\hbar}\frac{(0.010\ \mathrm{eV})^2}{\sqrt{4\pi(1\ \mathrm{eV})(0.02585\ \mathrm{eV})}}=1.67\times10^{12}\ \mathrm{s^{-1}}.$$

At zero field $E_a=\lambda/4=0.25$ eV. The peak rate is multiplied by $\exp(-0.25/0.02585)=6.3\times10^{-5}$, giving $1.06\times10^8\ \mathrm{s^{-1}}$. At 5 MV/cm, $E_a=(0.5)^2/4=0.0625$ eV, and the rate is $1.49\times10^{11}\ \mathrm{s^{-1}}$, or 8.9 % of the peak. At 14 MV/cm it has fallen back to $3.56\times10^{11}\ \mathrm{s^{-1}}$.

The half-maximum points satisfy $(\lambda-x)^2=4\lambda k_BT\ln2$. The full width in field is therefore $4\sqrt{\lambda k_BT\ln2}/(ed)=5.4$ MV/cm, so this is a broad maximum. In this classical formula, heating to 400 K leaves its position unchanged. The peak rate drops to $\sqrt{300/400}=0.866$ of its value at 300 K, because only the prefactor depends on temperature there.

A separate calculation found the maximum by integrating over the two site coordinates, without using the closed rate formula. It gave 10.000 MV/cm at both temperatures.

**What moves the peak**

*Energy offset and direction.* If the relaxed acceptor level is higher by $\Delta$, the energy released is $x-\Delta$, and the peak moves to $eFd=\lambda+\Delta$. An offset of 0.1 eV, a rough scale for disorder, moves it to 11 MV/cm. An acceptor lower by the same amount moves it down equally. For a hop at angle $\theta$ to the force, the drop is $eFd\cos\theta$, so at $45^\circ$ the peak is at 14.1 MV/cm.

*Quantum vibrations.* Let the lattice have one frequency $\omega$, with $S=\lambda/\hbar\omega$ and thermal occupation $n$. The rate at drop $x$ is proportional to the probability density that the lattice takes up energy $x$. The gap operator is linear in a harmonic coordinate, so the cumulant expansion of the time-domain overlap stops at second order. The gap fluctuation has the correlation function

$$C(\tau)=S(\hbar\omega)^2\left[(n+1)e^{-i\omega\tau}+ne^{i\omega\tau}\right].$$

The logarithm of the overlap is $-i\lambda t/\hbar-\hbar^{-2}\int_0^t(t-\tau)C(\tau)d\tau$. On integration the terms linear in $t$ cancel, leaving

$$S(n+1)(e^{-i\omega t}-1)+Sn(e^{i\omega t}-1).$$

These are the generating functions of Poisson-distributed phonon emission and absorption. The energy taken up has mean $\lambda$, variance $\kappa_2=\lambda\hbar\omega(2n+1)=\lambda\hbar\omega\coth(\hbar\omega/2k_BT)$ and third central moment $\kappa_3=\lambda(\hbar\omega)^2$.

For weak skewness $\gamma=\kappa_3/\kappa_2^{3/2}$, the density in the standardised variable $z$ is proportional to $e^{-z^2/2}[1+\gamma(z^3-3z)/6]$. Near the top its logarithmic slope is $-z-\gamma/2$, so the maximum is at $z=-\gamma/2$. The shift in $x$ is

$$-\frac{\kappa_3}{2\kappa_2}=-\frac{\hbar\omega}{2}\tanh\frac{\hbar\omega}{2k_BT}.$$

For a rough phonon energy of 0.05 eV this is $-0.0187$ eV. Franck–Condon factors from diagonalisation, interpolated smoothly between phonon lines, give $-0.0188$ eV, or $-0.19$ MV/cm. The same phonon energy widens the peak from 5.4 to about 6.1 MV/cm and roughly doubles the zero-field rate. The width and rates quoted for the exercise are therefore classical values. They need phonons that are soft compared with $k_BT$ and a coupling that is still weak at that low frequency.

*Field-dependent coupling.* If $V$ varies, setting the derivative of $\ln k$ to zero gives $x^*=\lambda+2\lambda k_BT\,d\ln V^2/dx$. To estimate the last term, let $E_{\rm th}$ be the thermal trap depth, the energy to empty a relaxed trap and let the lattice relax again. At the cheapest crossing, with common coordinate $q$, the vertical depths below the local band edge are

$$E_D=E_{\rm th}+\frac{\lambda}{2}-\lambda q=E_{\rm th}+\frac{x}{2},\qquad E_A=E_{\rm th}-\frac{\lambda}{2}+\lambda q=E_{\rm th}-\frac{x}{2}.$$

The barrier falls linearly between these values, and its mean does not depend on field. Take $V^2$ proportional to the tunnelling exponential $\exp(-2\int\sqrt{2mE(z)}\,dz/\hbar)$, where $E(z)$ is the local barrier. Write $E(z)=E_{\rm th}+u$, with $u$ uniform between $\pm x/2$ and $\langle u^2\rangle=x^2/12$. Then

$$\left\langle\sqrt{1+\frac{u}{E_{\rm th}}}\right\rangle\simeq1-\frac{\langle u^2\rangle}{8E_{\rm th}^2}=1-\frac{x^2}{96E_{\rm th}^2}.$$

With $\kappa=\sqrt{2mE_{\rm th}}/\hbar$, this gives $d\ln V^2/dx\simeq2\kappa d\,x/(48E_{\rm th}^2)$. For the rough values $E_{\rm th}=1.5$ eV and $m=0.2$ electron masses, $\kappa=2.81\ \mathrm{nm^{-1}}$ and the exponent alone would raise the peak by about 0.03 MV/cm. The prefactor of $V^2$ also depends on field. For zero-range wells it gives a shift of similar size and opposite sign, leaving a net shift of about $-0.01$ MV/cm. The sign thus depends on the trap model, but in both estimates the shift is negligible beside 10 MV/cm. These estimates cover the coupling only. The field also polarises the bound electron and deepens each level, to second order by $\hbar^2(eF)^2/(32mE^2)$ for a zero-range well of depth $E$. At the peak D is 2 eV deep and A is 1 eV deep, so A is lowered about 0.01 eV more than D. This moves the peak down by about 0.1 MV/cm, more than either coupling shift but still only 1 % of the peak field.

**Is the coupling weak enough?**

The peak also relies on $P\ll1$ at a typical crossing. Equipartition gives $\langle\dot q^2\rangle=\omega^2k_BT/\lambda$ per site, hence an rms sweep speed $\omega\sqrt{2\lambda k_BT}$. The condition is

$$\frac{2\pi V^2}{\hbar\omega\sqrt{2\lambda k_BT}}\ll1 .$$

For 10 meV and the 0.05 eV phonon the left side is 0.055. Equipartition is only rough for such a phonon, but the value is small enough for an estimate. Slow crossings have a larger $P$, and averaging the full Landau–Zener probability over the crossing speeds lowers the rate by about 9 %. For a softer phonon of 0.01 eV, where the lattice is closer to classical, the left side rises to 0.28 and the reduction to about 26 %. These figures count one passage only. An electron that hops while the lattice is moving away from its final configuration passes the crossing again and can hop back; counting this without interference raises the reductions at the peak to about 14 % and 39 %. The three-digit rates above are therefore values of the classical Marcus formula, not predictions for a real trap pair. Whether 10 meV is plausible at 1 nm is another matter.

For a scale, use two zero-range wells at zero field. A single well fixes the wave function near its centre to the form $1/r-\kappa$. For the sum or difference of two functions $e^{-\kappa'r}/r$, the corresponding form is $1/r-\kappa'\pm e^{-\kappa'd}/d$. Matching gives $\kappa'=\kappa\pm e^{-\kappa'd}/d$. Since the binding energy is $\hbar^2\kappa'^2/2m$, half the level splitting is, to leading order,

$$V\simeq\frac{\hbar^2\kappa}{m}\frac{e^{-\kappa d}}{d}=\frac{2E_{\rm th}}{\kappa d}e^{-\kappa d}.$$

Solving the matching conditions numerically gives 65 meV, for which the weak-coupling parameter is 2.3. A perturbative probability above one is meaningless. If the real coupling is that large, this derivation secures neither the rates nor the shape of the peak. The 10 meV used here is a model choice that keeps the exercise within Marcus theory.

**Would hafnium oxide show it?**

For this 1 nm pair, probably not in a normal film. With a rough breakdown field of 5 MV/cm, the predicted peak lies at twice the field the film can bear, and only the rising side is accessible. A spacing of 1 nm also describes a close pair rather than the average spacing expected in a good film. Because $F^*\propto1/d$, a 2 nm pair with the same $\lambda$ would peak at 5 MV/cm, though its coupling would be weaker. In a polar oxide $\lambda$ tends to grow with the distance between the traps, which would put that peak somewhat higher. Differences in site energy and hop direction between pairs would also spread the peak positions: an offset of 0.1 eV alone moves the 1 nm peak by 1 MV/cm.

The electron can also leave D for the conduction band. From the relaxed trap, the vertical depth is $W=E_{\rm th}+\lambda/2=2$ eV. At 10 MV/cm the triangular barrier is $W/eF=2$ nm long. Its tunnelling exponent is

$$2\int_0^{W/eF}\frac{\sqrt{2m(W-eFz)}}{\hbar}\,dz=\frac{4\sqrt{2m}\,W^{3/2}}{3\hbar eF}=8.64 .$$

With a rough attempt frequency $W/h=4.8\times10^{14}\ \mathrm{s^{-1}}$, the escape rate is about $9\times10^{10}\ \mathrm{s^{-1}}$, some 5 % of the hopping rate at the peak for $V=10$ meV. This is an order of magnitude for a frozen lattice. It leaves out escape from A just after the hop, when the vertical depth there is only $E_{\rm th}-\lambda/2=1$ eV; for the 0.05 eV phonon, the same kind of estimate gives a loss of roughly a tenth of the arriving electrons before the lattice relaxes. A smaller $V$ would make escape from D relatively more important. A measured current need not follow the hopping rate through its maximum.

## Values computed for the example and the checks

```
Reorganisation energy: 1.00 eV
Trap distance: 1.00 nm
Electronic coupling: 10.0 meV
Temperature: 300 K
Thermal energy: 0.02585 eV
Peak field from lam/(e d): 10.000 MV/cm
Peak field, SI: 1.000e+09 V/m
Peak field found numerically: 10.000 MV/cm
Hot-device temperature: 400 K
Peak field found at hot temperature: 10.000 MV/cm
Peak rate hot/300 K: 0.866
Activation energy at zero field: 0.2500 eV
Rate at zero field: 1.057e+08 1/s
Rough breakdown field: 5.0 MV/cm
Activation energy at breakdown: 0.0625 eV
Rate at breakdown field: 1.493e+11 1/s
Rate at peak field: 1.675e+12 1/s
Rate ratio breakdown/peak: 0.0891
Rate ratio zero field/peak: 6.312e-05
Rate at 14 MV/cm: 3.564e+11 1/s
Full width at half maximum: 5.355 MV/cm
Backward/forward ratio at peak: 1.59e-17
Peak field for a hop at 45 degrees: 14.14 MV/cm
Swept crossing, weak, numerical probability: 0.01559
Swept crossing, weak, formula probability: 0.01571
Largest quantum/classical rate error, 0.01 eV phonon: 0.65 %
Rough phonon energy: 0.050 eV
Quantum peak shift, numerical: -0.0188 eV
Quantum peak shift, formula: -0.0187 eV
Quantum peak shift in field: -0.188 MV/cm
Rough thermal trap depth: 1.50 eV
Rough tunnelling mass: 0.20 electron masses
Decay constant kappa: 2.806 1/nm
Peak shift from varying coupling, numerical: 0.0281 MV/cm
Peak shift from varying coupling, formula: 0.0269 MV/cm
Rough site-energy offset: 0.10 eV
Peak field with acceptor raised by offset: 11.000 MV/cm
Weak-coupling parameter, chosen coupling: 0.0553
Zero-range-well coupling: 64.9 meV
Weak-coupling parameter, zero-range wells: 2.33
Vertical depth of filled trap: 2.00 eV
Emission barrier length at peak field: 2.00 nm
Emission exponent at peak field: 8.64
Rough attempt frequency W/h: 4.84e+14 1/s
Rough field-emission rate at peak field: 8.6e+10 1/s
```
